# The Rosen-Zener Transition Probability for a Sech-Shaped Coupling at Constant Gap: a numerical check

```python
"""Rosen-Zener transition probability, tested by direct time propagation.

H(t) = [[Delta/2, V(t)], [V(t), -Delta/2]],  V(t) = V0 sech(t/tau).
Start in state 1 at t = -infinity.  Result under test, at t = +infinity:
    P = sin^2(pi V0 tau/hbar) sech^2(pi Delta tau/(2 hbar)).
Dimensionless symbols: x = t/tau, alpha = V0 tau/hbar, w = Delta tau/hbar.
c1, c2 are amplitudes with the diabatic energy phases removed.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import rgamma, gamma

X_END = 30.0


def sech(x):
    return 1.0 / np.cosh(x)


def propagate(alpha, w, times=None, shape=sech):
    """Solve the Schroedinger equation; columns are (c1, c2) at the times."""
    def rhs(x, c):
        k = -1j * alpha * shape(x)
        phase = np.exp(1j * w * x)
        return np.array([k * phase * c[1], k * np.conj(phase) * c[0]])
    if times is None:
        times = [X_END]
    sol = solve_ivp(rhs, (-X_END, X_END), np.array([1, 0], complex),
                    method="DOP853", rtol=1e-11, atol=1e-13,
                    max_step=0.25, t_eval=times)
    assert sol.success
    return sol.y


def final_c2(alpha, w):
    return -1j * np.sin(np.pi * alpha) * sech(np.pi * w / 2)


def probability(alpha, w):
    return abs(final_c2(alpha, w)) ** 2


def hypergeometric_amplitudes(x, alpha, w):
    g = mp.mpc(0.5, -0.5 * w)
    z = 1 / (1 + mp.exp(-2 * x))
    c1 = mp.hyp2f1(alpha, -alpha, g, z)
    c2 = (-1j * alpha / g * mp.exp(-1j * w * x) * mp.sqrt(z * (1 - z))
          * mp.hyp2f1(1 + alpha, 1 - alpha, 1 + g, z))
    return np.array([complex(c1), complex(c2)])


def hamiltonian(x, alpha, w):
    v = alpha * sech(x)
    return np.array([[w / 2, v], [v, -w / 2]])


def adiabatic_states(x, alpha, w):
    """Numerical eigenvectors (upper, lower) with continuous signs, w > 0."""
    vec = np.linalg.eigh(hamiltonian(x, alpha, w))[1]
    lower, upper = vec[:, 0], vec[:, 1]
    return upper * np.sign(upper[0]), lower * np.sign(lower[1])


def angle_rate(x, alpha, w):
    v = alpha * sech(x)
    return w * (-v * np.tanh(x)) / (w ** 2 + 4 * v ** 2)


def propagate_adiabatic(alpha, w):
    def rhs(x, b):
        gap = np.sqrt(w ** 2 + 4 * (alpha * sech(x)) ** 2)
        d = angle_rate(x, alpha, w)
        return np.array([-0.5j * gap * b[0] + d * b[1],
                         0.5j * gap * b[1] - d * b[0]])
    sol = solve_ivp(rhs, (-X_END, X_END), np.array([1, 0], complex),
                    method="DOP853", rtol=1e-11, atol=1e-13, max_step=0.25)
    assert sol.success
    return abs(sol.y[1, -1]) ** 2


# Final amplitudes, including phase, against direct propagation.
worst = 0.0
for a, w in [(0.2, 0.5), (0.5, 0.0), (0.8, 1.5), (1.0, 0.7),
             (1.3, -0.9), (2.4, 0.4), (0.5, 3.0)]:
    c1, c2 = propagate(a, w)[:, -1]
    g = 0.5 - 0.5j * w
    c1_gamma = gamma(g) ** 2 * rgamma(g - a) * rgamma(g + a)
    worst = max(worst, abs(c2 - final_c2(a, w)), abs(c1 - c1_gamma))
assert worst < 1e-8

# Amplitudes at finite times against the hypergeometric solution.
test_times = np.array([-2.0, -0.5, 0.0, 0.7, 2.5])
for a, w in [(0.7, 1.1), (1.6, -0.6)]:
    numerical = propagate(a, w, test_times)
    for j, x in enumerate(test_times):
        exact = hypergeometric_amplitudes(x, a, w)
        assert np.max(abs(exact - numerical[:, j])) < 1e-8

# The discarded solution has state 2 populated at the start.
a, w = 0.7, 1.1
g = mp.mpc(0.5, -0.5 * w)
z0 = mp.mpf("1e-8")
slope = mp.diff(lambda z: z ** (1 - g)
                * mp.hyp2f1(1 - g + a, 1 - g - a, 2 - g, z), z0,
                h=mp.mpf("1e-12"))
start_c2 = abs(mp.sqrt(z0 * (1 - z0)) * slope) / a
assert abs(start_c2 - abs(1 - g) / a) < 1e-3

# Fourier integral that gives the weak-coupling amplitude.
for w in (0.0, 0.8, 2.0):
    integral = quad(lambda x: sech(x) * np.cos(w * x), -40, 40,
                    limit=300, epsabs=1e-11)[0]
    assert abs(integral - np.pi * sech(np.pi * w / 2)) < 1e-8

# Exponential suppression for slow passage.
slow = abs(propagate(0.4, 6.0)[1, -1]) ** 2
slow_law = 4 * np.sin(0.4 * np.pi) ** 2 * np.exp(-6 * np.pi)
assert abs(slow / slow_law - 1) < 1e-4

# Worked example.
hbar = constants.hbar / constants.e * 1e15      # eV fs
gap, v0, tau = 0.10, 0.04, 5.0                  # eV, eV, fs
alpha, w = v0 * tau / hbar, gap * tau / hbar
c1_end, c2_end = propagate(alpha, w)[:, -1]
p_formula = probability(alpha, w)
p_numeric = abs(c2_end) ** 2
p_adiabatic = propagate_adiabatic(alpha, w)
assert abs(p_formula - p_numeric) < 1e-9
assert abs(p_formula - p_adiabatic) < 1e-9

# Adiabatic gap and coupling from numerical diagonalization.
grid = np.linspace(-X_END, X_END, 1201)
gaps = np.array([np.ptp(np.linalg.eigvalsh(hamiltonian(x, alpha, w)))
                 for x in grid]) * hbar / tau
assert abs(gaps.min() - gap) < 1e-10
assert abs(grid[np.argmax(gaps)]) < 1e-9
assert abs(gaps.max() - np.sqrt(gap ** 2 + 4 * v0 ** 2)) < 1e-10
h = 1e-4
for x in (-1.0, 0.6):
    upper = adiabatic_states(x, alpha, w)[0]
    d_lower = (adiabatic_states(x + h, alpha, w)[1]
               - adiabatic_states(x - h, alpha, w)[1]) / (2 * h)
    assert abs(upper @ d_lower + angle_rate(x, alpha, w)) < 1e-6

print("MODEL PARAMETERS")
print(f"hbar = {hbar:.6f} eV fs")
print(f"Delta = {gap:.2f} eV, V0 = {v0:.2f} eV, tau = {tau:.1f} fs")
print(f"alpha = V0 tau/hbar = {alpha:.5f}")
print(f"Delta tau/hbar = {w:.5f}")
print("FINAL STATE")
print(f"sin^2 factor = {np.sin(np.pi * alpha) ** 2:.6f}")
print(f"sech^2 factor = {sech(np.pi * w / 2) ** 2:.6f}")
print(f"P, formula = {p_formula:.8f}")
print(f"P, diabatic propagation = {p_numeric:.8f}")
print(f"P, adiabatic propagation = {p_adiabatic:.8f}")
print(f"c1 final = {c1_end.real:.6f} {c1_end.imag:+.6f} i")
print(f"c2 final = {c2_end.real + 0.0:.6f} {c2_end.imag:+.6f} i")
p_first = (np.pi * alpha * sech(np.pi * w / 2)) ** 2
print(f"P, first order in V0 = {p_first:.6f}")
print(f"largest error of final amplitudes, 7 cases = {worst:.1e}")
print("ADIABATIC PICTURE")
print(f"smallest adiabatic gap = {gaps.min():.6f} eV")
print(f"largest adiabatic gap, at t=0 = {gaps.max():.6f} eV")
print(f"theta rate at t=-tau = {angle_rate(-1.0, alpha, w) / tau:.6f} rad/fs")

print("POPULATIONS: t/tau, diabatic state 2, adiabatic lower state")
table_times = np.array([-3.0, -2.0, -1.0, 0.0, 1.0, 2.0, 3.0, X_END])
path = propagate(alpha, w, table_times)
for j, x in enumerate(table_times):
    state = path[:, j] * np.exp(np.array([-0.5j, 0.5j]) * w * x)
    lower = adiabatic_states(x, alpha, w)[1]
    pop_lower = abs(lower @ state) ** 2
    print(f"{x:5.1f}  {abs(state[1]) ** 2:.6f}  {pop_lower:.6f}")
assert abs(pop_lower - p_formula) < 1e-9

print("SCAN AT FIXED V0, Delta: tau (fs), P formula, P propagated")
for duration in (1.0, 2.0, 5.0, 10.0, 20.0):
    a, s = v0 * duration / hbar, gap * duration / hbar
    p_run = abs(propagate(a, s)[1, -1]) ** 2
    assert abs(p_run - probability(a, s)) < 1e-9
    print(f"{duration:5.1f}  {probability(a, s):.4e}  {p_run:.4e}")


def stationarity(duration):
    return (v0 / np.tan(np.pi * v0 * duration / hbar)
            - gap / 2 * np.tanh(np.pi * gap * duration / (2 * hbar)))


tau_return = hbar / v0
tau_best = brentq(stationarity, 1e-3 * tau_return, 0.999 * tau_return)
near = [abs(propagate(v0 * f * tau_best / hbar,
                      gap * f * tau_best / hbar)[1, -1]) ** 2
        for f in (0.97, 1.0, 1.03)]
assert near[1] > near[0] and near[1] > near[2]
# A symmetric difference quotient checks that the slope vanishes there.
f = 1e-3
side = [abs(propagate(v0 * q * tau_best / hbar,
                      gap * q * tau_best / hbar)[1, -1]) ** 2
        for q in (1 - f, 1 + f)]
assert abs(side[1] - side[0]) / (2 * f) < 1e-4
print(f"most effective tau = {tau_best:.4f} fs, P = {near[1]:.6f}")
print(f"first complete return at tau = {tau_return:.4f} fs")

# Equal-area pulses with alpha = 1 and the example's Delta tau/hbar.
p_sech = abs(propagate(1.0, w)[1, -1]) ** 2
p_gauss = abs(propagate(1.0, w, shape=lambda x: np.sqrt(np.pi)
                        * np.exp(-x * x))[1, -1]) ** 2
assert p_sech < 1e-14 and p_gauss > 1e-5
print("EQUAL AREA, alpha=1, Delta tau/hbar as in the example")
print(f"P after sech pulse = {p_sech:.1e}")
print(f"P after Gaussian sqrt(pi) exp(-t^2/tau^2) = {p_gauss:.6f}")
print("verified")
```

Running it gives:

```
MODEL PARAMETERS
hbar = 0.658212 eV fs
Delta = 0.10 eV, V0 = 0.04 eV, tau = 5.0 fs
alpha = V0 tau/hbar = 0.30385
Delta tau/hbar = 0.75963
FINAL STATE
sin^2 factor = 0.665976
sech^2 factor = 0.308478
P, formula = 0.20543898
P, diabatic propagation = 0.20543898
P, adiabatic propagation = 0.20543898
c1 final = 0.860657 -0.232015 i
c2 final = -0.000000 -0.453254 i
P, first order in V0 = 0.281095
largest error of final amplitudes, 7 cases = 1.3e-12
ADIABATIC PICTURE
smallest adiabatic gap = 0.100000 eV
largest adiabatic gap, at t=0 = 0.128062 eV
theta rate at t=-tau = 0.031120 rad/fs
POPULATIONS: t/tau, diabatic state 2, adiabatic lower state
 -3.0  0.000579  0.000995
 -2.0  0.004222  0.006861
 -1.0  0.028389  0.033273
  0.0  0.126586  0.056415
  1.0  0.236783  0.082225
  2.0  0.247717  0.166518
  3.0  0.225197  0.207338
 30.0  0.205439  0.205439
SCAN AT FIXED V0, Delta: tau (fs), P formula, P propagated
  1.0  3.4033e-02  3.4033e-02
  2.0  1.1147e-01  1.1147e-01
  5.0  2.0544e-01  2.0544e-01
 10.0  2.9593e-02  2.9593e-02
 20.0  1.1215e-04  1.1215e-04
most effective tau = 4.2293 fs, P = 0.216150
first complete return at tau = 16.4553 fs
EQUAL AREA, alpha=1, Delta tau/hbar as in the example
P after sech pulse = 3.9e-26
P after Gaussian sqrt(pi) exp(-t^2/tau^2) = 0.003566
verified
```
